# One-loop exponents of the conserved growth equation with conserved noise, part 1

(Sections cited here and not found follow in the second part.)

## First half: from the growth equation to the exponents

### What fails in the linear theory

Atoms that move along a surface without leaving it smooth the surface and also shake it. If both effects are treated linearly, a mode of wavenumber $k$ has a mean square amplitude proportional to $k^{-2}$ and a relaxation time proportional to $k^{-4}$. During growth the surface current also depends on the square of the local slope. It is tempting to drop this term when its coefficient is small. Below two dimensions that is wrong at long wavelengths: the relative correction it makes to the smoothing coefficient grows as $k^{-(2-d)}$ in a $d$-dimensional substrate space. However small the coefficient, the linear theory then predicts too large a roughness and too slow a relaxation, and plain perturbation theory fails as well. The growing corrections have to be collected scale by scale.

### The equation and its scope

Let $h(\mathbf x,t)$ be the height measured from its mean, which rises steadily during growth. The equation is

$$\frac{\partial h}{\partial t}=-\nabla^2\left[\nu\nabla^2h+\frac{\lambda}{2}(\nabla h)^2\right]+\eta, \tag{1}$$

$$\langle\eta(\mathbf x,t)\eta(\mathbf x',t')\rangle=-2D\,\nabla^2\delta(\mathbf x-\mathbf x')\,\delta(t-t'), \tag{2}$$

with $\nu>0$, $D>0$ and Gaussian noise of zero mean. Both the deterministic part and the noise are divergences of a current, so the mean of $h$ does not change. The sign of $\lambda$ is immaterial for the exponents, since $h\to-h$ reverses it.

The deterministic current in (1) is the gradient of a local scalar built from $\nabla h$ and its derivatives, not from $h$ itself. In general this excludes three other terms: $\nabla^2h$, $\nabla\cdot[(\nabla h)^2\nabla h]$ and $\nabla\cdot(\nabla^2h\,\nabla h)$. In one dimension the last is nothing new, because

$$\partial_x(h_{xx}h_x)=\tfrac12\,\partial_x^2(h_x^2).$$

For $d>1$ it is independent, and its coefficient is set to zero here.

Elimination of short waves does not create the excluded terms. Every nonlinear contribution leaves through the outer Laplacian in (1), and every incoming $h$ carries a gradient. What is generated therefore has the form $\nabla^2[\text{scalar made of }\nabla h\text{ and its derivatives}]$. The lowest such scalars are $\nabla^2h$ and $(\nabla h)^2$, which are already present.

### Fourier form and linear spectrum

Take a periodic box of volume $\mathcal V$ and write $h(\mathbf x)=\mathcal V^{-1/2}\sum_{\mathbf k}h_{\mathbf k}e^{i\mathbf k\cdot\mathbf x}$, with $h_{\mathbf 0}=0$. Then $\nabla\to i\mathbf k$ and $-\nabla^2\to k^2$. The two gradients in $(\nabla h)^2$ give $(i\mathbf q)\cdot(i\mathbf q')=-\mathbf q\cdot\mathbf q'$, so

$$\dot h_{\mathbf k}=-\nu k^4h_{\mathbf k}+N_{\mathbf k}+\eta_{\mathbf k},\qquad N_{\mathbf k}=-\frac{\lambda k^2}{2\sqrt{\mathcal V}}\sum_{\mathbf q}\mathbf q\cdot(\mathbf k-\mathbf q)\,h_{\mathbf q}h_{\mathbf k-\mathbf q}, \tag{3}$$

$$\langle\eta_{\mathbf k}(t)\eta_{\mathbf k'}(t')\rangle=2Dk^2\,\delta_{\mathbf k+\mathbf k',0}\,\delta(t-t').$$

For $\lambda=0$ the variance $S(k)=\langle|h_{\mathbf k}|^2\rangle$ obeys $\dot S=-2\nu k^4S+2Dk^2$. In the steady state

$$S(k)=\frac{D}{\nu k^2}. \tag{4}$$

The exponents are defined by $S(k)\propto k^{-(d+2\alpha)}$ and by a relaxation rate proportional to $k^z$. When $\alpha>0$, integrating $S$ over wavenumbers above $1/L$ gives a rms roughness that grows as $L^\alpha$. The linear theory has $z=4$ and, from $d+2\alpha=2$, $\alpha=(2-d)/2$.

### Power counting

Put $\mathbf x=b\mathbf x'$, $t=b^zt'$ and $h=b^\alpha h'$. The left side of (1) acquires $b^{\alpha-z}$, the $\nu$ term $b^{\alpha-4}$ and the $\lambda$ term $b^{2\alpha-4}$. Dividing by the factor of the left side gives

$$\nu'=b^{z-4}\nu,\qquad \lambda'=b^{z+\alpha-4}\lambda .$$

For the noise, $\eta'=b^{z-\alpha}\eta$. Its correlation gains $b^{2z-2\alpha}$ from the two factors, $b^{-2}$ from the Laplacian, $b^{-d}$ from the space delta function and $b^{-z}$ from the time delta function. Hence

$$D'=b^{z-2\alpha-d-2}D .$$

These are the changes from rescaling alone. The elimination of short waves may add to each of them. Let $\Lambda$ be the largest wavenumber kept. In each step the modes with $\Lambda e^{-dl}<q<\Lambda$ are averaged out, where $dl$ is a small increment of $l$, and lengths are then rescaled by $b=e^{dl}$.

### Correction to the smoothing coefficient

Apply a weak constant force $f$ to the mode $\mathbf k$ and let $M=\langle h_{\mathbf k}\rangle$ be the steady response. The ratio $f/M$ defines the effective value of $\nu k^4$. The mean of (3), with $\mathbf q_1+\mathbf q_2=\mathbf k$, is

$$f=\nu k^4M+\frac{\lambda k^2}{2\sqrt{\mathcal V}}\sum_{\mathbf q_1}(\mathbf q_1\cdot\mathbf q_2)\langle h_{\mathbf q_1}h_{\mathbf q_2}\rangle. \tag{5}$$

The pair average is needed to first order in $\lambda$ and in $M$. It is stationary, so

$$\nu(q_1^4+q_2^4)\langle h_{\mathbf q_1}h_{\mathbf q_2}\rangle=\langle N_{\mathbf q_1}h_{\mathbf q_2}\rangle+\langle h_{\mathbf q_1}N_{\mathbf q_2}\rangle. \tag{6}$$

The noise gives no source here, because $\mathbf q_1+\mathbf q_2\ne0$. The force would act on the pair only if one member were the zero mode, which is absent.

The first average on the right is

$$\langle N_{\mathbf q_1}h_{\mathbf q_2}\rangle=-\frac{\lambda q_1^2}{2\sqrt{\mathcal V}}\sum_{\mathbf p}\mathbf p\cdot(\mathbf q_1-\mathbf p)\langle h_{\mathbf p}h_{\mathbf q_1-\mathbf p}h_{\mathbf q_2}\rangle .$$

To lowest order the modes are Gaussian. The part linear in $M$ has one factor equal to its mean and the other two paired. If $\mathbf p=\mathbf k$ carries the mean, then $\mathbf q_1-\mathbf p=-\mathbf q_2$, which pairs with $\mathbf q_2$ and gives $M S(q_2)$. The scalar product is $-\mathbf k\cdot\mathbf q_2$. The choice $\mathbf q_1-\mathbf p=\mathbf k$ gives the same amount, hence a factor 2. The two minus signs cancel:

$$\langle N_{\mathbf q_1}h_{\mathbf q_2}\rangle=\frac{\lambda M}{\sqrt{\mathcal V}}\,q_1^2(\mathbf k\cdot\mathbf q_2)S(q_2).$$

The other average follows by exchanging the labels. Insert both into (6), the result into (5), use (4), and replace $\mathcal V^{-1}\sum$ by $\int_{\mathbf q}\equiv\int d^dq/(2\pi)^d$. The correction to $\nu$ is then

$$\delta\nu\,k^4=\frac{\lambda^2Dk^2}{2\nu^2}\int_{\mathbf q}\frac{\mathbf q_1\cdot\mathbf q_2}{q_1^4+q_2^4}\left[\frac{q_2^2}{q_1^2}\,\mathbf k\cdot\mathbf q_1+\frac{q_1^2}{q_2^2}\,\mathbf k\cdot\mathbf q_2\right]. \tag{7}$$

### Expansion for long waves

Choose $\mathbf q_1=\mathbf k/2+\mathbf q$ and $\mathbf q_2=\mathbf k/2-\mathbf q$, with $k$ much smaller than $q$ and than the thickness of the eliminated shell. Then

$$q_{1,2}^2=q^2\pm\mathbf k\cdot\mathbf q+O(k^2),\qquad \mathbf k\cdot\mathbf q_{1,2}=\frac{k^2}{2}\pm\mathbf k\cdot\mathbf q,$$

and $q_2^2/q_1^2=1-2\,\mathbf k\cdot\mathbf q/q^2+O(k^2)$. The first term in the bracket of (7) becomes

$$\mathbf k\cdot\mathbf q+\frac{k^2}{2}-\frac{2(\mathbf k\cdot\mathbf q)^2}{q^2}+O(k^3).$$

The second is the same with $\mathbf q\to-\mathbf q$. Their sum is $k^2-4(\mathbf k\cdot\mathbf q)^2/q^2$. Averaging over directions replaces $(\mathbf k\cdot\mathbf q)^2$ by $k^2q^2/d$, which leaves

$$k^2\left(1-\frac4d\right)=-\frac{4-d}{d}\,k^2 .$$

The bracket is already of order $k^2$, so the prefactor may be taken at $k=0$: $\mathbf q_1\cdot\mathbf q_2\to-q^2$ and $q_1^4+q_2^4\to2q^4$. The two minus signs give a positive result,

$$\delta\nu=\frac{\lambda^2D}{\nu^2}\,\frac{4-d}{4d}\int_{\mathbf q}\frac1{q^2}. \tag{8}$$

For the same reason, a shift of the shell boundary by an amount of order $k$ does not alter (8), provided the two internal modes are treated alike.

With $S_d$ the area of the unit sphere and $K_d=S_d/(2\pi)^d$, the shell contributes $\int_{\mathbf q}q^{-2}=K_d\Lambda^{d-2}dl$. Define

$$g=\frac{K_d\lambda^2D\Lambda^{d-2}}{\nu^3},\qquad c_d=\frac{4-d}{4d}. \tag{9}$$

Then $\delta\nu=\nu c_dg\,dl$. An angular average of the full integrand at $k/q=0.01$ gives 0.7499 for $d=1$ and 0.25 for $d=2$, against $c_1=3/4$ and $c_2=1/4$. Below four dimensions the short waves make the long waves relax faster.

The elimination does not change the coefficient of $\partial h/\partial t$. A response correction at frequency $\omega$ has a factor $k^2$ from the outer vertex and a factor $\mathbf k$ from the incoming leg. The vector multiplying this $\mathbf k$ vanishes at $k=0$ by isotropy. The whole correction is therefore of order $k^4$ at any $\omega$, and its frequency dependence is negligible beside $-i\omega$.

### Noise strength

The fluctuating part of $N_{\mathbf k}$ acts as additional noise. Two vertices give $(\lambda^2/4)k^4(\mathbf q_1\cdot\mathbf q_2)^2$, and there are two ways to pair the modes. Their product correlation $S(q_1)S(q_2)e^{-\nu(q_1^4+q_2^4)|t|}$ integrates over time to $2S(q_1)S(q_2)/[\nu(q_1^4+q_2^4)]$. The added noise strength is

$$\lambda^2k^4\int_{\mathbf q}\frac{(\mathbf q_1\cdot\mathbf q_2)^2S(q_1)S(q_2)}{\nu(q_1^4+q_2^4)}\;\longrightarrow\;\frac{\lambda^2D^2k^4}{2\nu^3}\int_{\mathbf q}\frac1{q^4}.$$

Relative to the original $2Dk^2$ it vanishes as $k^2$, so $D$ is unchanged. The factor $k^4$ comes from the two outer Laplacians and is shared by every diagram that corrects the noise, whatever its number of loops.

### The nonlinear coefficient

Let the long-wave part of the surface be a uniform tilt, $h=\mathbf m\cdot\mathbf x+h'$. Since

$$(\nabla h)^2=m^2+2\mathbf m\cdot\nabla h'+(\nabla h')^2,$$

the linear equation for a short wave becomes

$$\dot h'_{\mathbf q}=-\left[\nu q^4-i\lambda q^2(\mathbf m\cdot\mathbf q)\right]h'_{\mathbf q}+\eta_{\mathbf q}. \tag{10}$$

To one loop, a correction to $\lambda$ would be a term proportional to $m^2$ in the short-wave average $(\lambda/2)\langle(\nabla h')^2\rangle$. The tilt adds only an imaginary part to the rate. The variance depends on the real part alone and is still $D/(\nu q^2)$, so no such term arises.

The cancellation can be seen in the separate diagrams. Let $a=\nu q^4$, $b=\lambda q^2\mathbf m\cdot\mathbf q$ and $G=1/(a-i\omega)$. The tilted propagator is

$$G_m=\frac1{a-i\omega-ib}=G+ibG^2-b^2G^3+\dots$$

The terms of order $b^2$ in $|G_m|^2$ are $-b^2(G^3G^*+GG^{*3})+b^2|G|^4$. In time, $G$, $G^2$ and $G^3$ correspond to $e^{-at}$, $te^{-at}$ and $\tfrac12t^2e^{-at}$. Therefore

$$\int\frac{d\omega}{2\pi}G^3G^*=\int_0^\infty\frac{t^2}{2}e^{-2at}dt=\frac1{8a^3},\qquad \int\frac{d\omega}{2\pi}|G|^4=\int_0^\infty t^2e^{-2at}dt=\frac1{4a^3}.$$

The sum is $b^2(-2/8+1/4)/a^3=0$. Quadrature with $a=1$ gives $-0.25$ and $0.25$ for the two parts.

This cancellation is a one-loop result. When short waves interact with each other, the frequency shifts in (10) matter: in $d=1$ they are proportional to $q^3$, and $q_1^3+q_2^3-(q_1+q_2)^3=-3q_1q_2(q_1+q_2)$ is not zero. A change of moving frame therefore does not remove the tilt, and this argument gives no protection against corrections at higher order.

### Fixed point and exponents

Combining rescaling and elimination,

$$\frac{d\ln\nu}{dl}=z-4+c_dg,\qquad \frac{d\ln\lambda}{dl}=z+\alpha-4,\qquad \frac{d\ln D}{dl}=z-2\alpha-d-2. \tag{11}$$

From (9), with $\Lambda$ restored to its value after each step, $d\ln g=2\,d\ln\lambda+d\ln D-3\,d\ln\nu$. The exponents cancel and

$$\frac{dg}{dl}=g\left[2-d-3c_dg\right]. \tag{12}$$

For $d<2$ there is a fixed point at

$$g^*=\frac{2-d}{3c_d}=\frac{4d(2-d)}{3(4-d)}. \tag{13}$$

The derivative of the right side of (12) there is $2-d-6c_dg^*=-(2-d)$. It is negative, so the point attracts every positive initial $g$. Constancy of $\nu$ in (11) requires $z=4-c_dg^*=4-(2-d)/3$, and constancy of $\lambda$ requires $\alpha=4-z$:

$$\boxed{\alpha=\frac{2-d}{3},\qquad z=\frac{10+d}{3}\qquad(d<2,\ \text{one loop}).} \tag{14}$$

The remaining condition is met: $z-2\alpha-d-2=[10+d-4+2d-3d-6]/3=0$.

Near two dimensions $g^*\approx\tfrac43(2-d)$ is small and the loop expansion is controlled. In one dimension $g^*=4/9$, and the neglected orders have no small parameter to suppress them. At $d=2$, equation (12) gives $g=g_0/(1+\tfrac34g_0l)$, a logarithmically slow decay. For $2<d<4$ the coupling dies out and the linear exponents return.

## Second half: crossover, an independent test and a silicon stripe

### Symbols and results carried over

The surface obeys (1) and (2), with smoothing coefficient $\nu$, nonlinearity $\lambda$, conserved-noise strength $D$ and largest wavenumber $\Lambda$. The coupling is $g=K_d\lambda^2D\Lambda^{d-2}/\nu^3$, and $K_1=1/\pi$. To one loop $\lambda$ and $D$ are not corrected, while elimination of a shell raises $\nu$ by $\nu c_dg\,dl$ with $c_d=(4-d)/(4d)$. The spectrum is $S=D/(\nu k^2)$. For $d<2$ the fixed point $g^*=(2-d)/(3c_d)$ gives $\alpha=(2-d)/3$ and $z=(10+d)/3$.

### How the exponents are approached

A real surface starts from some coupling $g_0$ and smoothing coefficient $\nu_0$ at the cutoff. To follow it in laboratory units, omit the rescaling. Then $\lambda$ and $D$ stay fixed, the running cutoff is $k=\Lambda e^{-l}$, and the coupling at that scale is

$$g(l)=g_0e^{(2-d)l}\left(\frac{\nu_0}{\nu}\right)^3 .$$

From $d\nu/dl=c_d\nu g$ one finds

$$\frac{d\nu^3}{dl}=3c_d\nu^3g=3c_dg_0\nu_0^3e^{(2-d)l}.$$

The right side no longer contains $\nu$, so it integrates directly:

$$\nu(k)=\nu_0\left\{1+\frac{3c_dg_0}{2-d}\left[\left(\frac{\Lambda}{k}\right)^{2-d}-1\right]\right\}^{1/3}. \tag{15}$$

At small $k$ this gives $\nu\propto k^{-(2-d)/3}$. The relaxation rate $\nu k^4$ then varies as $k^{(10+d)/3}$, and $S=D/(\nu k^2)$ as $k^{-2+(2-d)/3}$. Setting the last exponent equal to $-(d+2\alpha)$ gives $2\alpha=2-d-(2-d)/3$, hence $\alpha=(2-d)/3$ again. The physical content is simple: smoothing strengthens with wavelength while the noise strength stays the same, so the surface is less rough than in the linear theory.

At a finite wavenumber the local exponents follow from the slope $x=-d\ln\nu/d\ln k=c_dg(k)$:

$$z_{\rm loc}=4-x,\qquad \alpha_{\rm loc}=\frac{2-d-x}{2}. \tag{16}$$

Numerical integration of the flow from $g_0=0.3$ to $l=24$ gives $\alpha=0.3333$, $z=3.6667$ for $d=1$ and $\alpha=0.1667$, $z=3.8333$ for $d=1.5$. For $d=2.5$ it gives the linear values $-0.25$ and 4.

To one loop, the growth equation has $\alpha=(2-d)/3$ and $z=(10+d)/3$ below two dimensions, and (15) and (16) describe how these values are approached from the cutoff. What remains is a test in $d=1$ that does not use momentum shells, an estimate for a silicon stripe, and the conditions under which the result can be used.

All numerical values are calculated from the stated model.
